# Half-Magnetization Plateau from Elastic Bonds in the Classical Pyrochlore Antiferromagnet: verification in Python

```python
"""
Half-magnetization plateau of the classical pyrochlore antiferromagnet with
independent elastic bonds (Penc-Shannon-Shiba model).

H = sum_bonds [J (1 - alpha rho) x + K rho^2 / 2] - h sum_i n_i^z,
x = n_i.n_j, |n_i| = 1, rho = change of bond length.
Result under test: eliminating rho gives J (x - b x^2), b = alpha^2 J/(2K), and
for 0 < b <= 1/20 every tetrahedron is up-up-up-down for
4 - 16 b < h/J < 4 + 8 b, while saturation starts at h/J = 8 - 16 b.
M = length of the total spin of a tetrahedron, D = sum over its bonds of 1 - x^2.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
PAIRS = np.triu_indices(4, 1)

# Model parameters (meV, angstrom, tesla)
exchange, spin, g_factor = 0.4, 1.5, 2.0
alpha, stiffness = 10.0, 1000.0
J = exchange * spin**2
b = alpha**2 * J / (2 * stiffness)
mu_B = physical_constants["Bohr magneton in eV/T"][0] * 1e3
tesla_per_J = J / (g_factor * mu_B * spin)
rho_0 = alpha * J / stiffness


def bond_energy(rho, x):
    return J * (1 - alpha * rho) * x + stiffness * rho**2 / 2


# Elimination of the distortion: thermal integral over rho by quadrature
kT = 0.5
rho_grid = np.linspace(-0.4, 0.4, 20001)


def bond_free_energy(x):
    weights = np.exp(-bond_energy(rho_grid, x) / kT)
    return -kT * np.log(weights.sum() * (rho_grid[1] - rho_grid[0]))


thermal_error = max(
    abs(bond_free_energy(x) - bond_free_energy(0.0) - J * (x - b * x**2))
    for x in (-1.0, -0.3, 0.6, 1.0))
assert thermal_error < 1e-9

# Periodic cubic cell of the pyrochlore lattice: 16 sites, 8 tetrahedra
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]]) / 4
basis = fcc / 2
sites = (fcc[:, None] + basis[None]).reshape(-1, 3)


def distance(p, q):
    d = p - q
    return np.linalg.norm(d - np.round(d))


bonds = np.array([(i, j) for i, j in itertools.combinations(range(16), 2)
                  if abs(distance(sites[i], sites[j]) - np.sqrt(2) / 4) < 1e-9])
centres = np.concatenate([fcc + 0.125, fcc - 0.125])
tetrahedra = np.array([[i for i in range(16)
                        if abs(distance(sites[i], c) - np.sqrt(3) / 8) < 1e-9]
                       for c in centres])
assert bonds.shape == (48, 2) and tetrahedra.shape == (8, 4)


def tetra_energy(n, b_value, h):
    """Energy of one tetrahedron in units of J; sites are shared by two."""
    x = (n @ n.T)[PAIRS]
    return np.sum(x - b_value * x**2) - h / 2 * n[:, 2].sum()


def random_spins(*shape):
    v = rng.normal(size=shape + (3,))
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


# Full spin-lattice energy, each rho minimized numerically, against tetrahedra
lattice_spins = random_spins(16)
h_test = 3.7
full_energy = -h_test * J * lattice_spins[:, 2].sum()
for i, j in bonds:
    x_bond = lattice_spins[i] @ lattice_spins[j]
    full_energy += minimize_scalar(bond_energy, args=(x_bond,), method="bounded",
                                   bounds=(-0.05, 0.05),
                                   options={"xatol": 1e-9}).fun
sum_tetra = J * sum(tetra_energy(lattice_spins[t], b, h_test) for t in tetrahedra)
assert abs(full_energy - sum_tetra) < 1e-8

# All collinear states of the cell in the middle of the predicted plateau
h_mid = 4 - 4 * b
ising = 1 - 2 * ((np.arange(2**16)[:, None] >> np.arange(16)) & 1)
products = ising[:, bonds[:, 0]] * ising[:, bonds[:, 1]]
ising_energy = (products - b * products**2).sum(1) - h_mid * ising.sum(1)
three_to_one = np.all(ising[:, tetrahedra].sum(2) == 2, axis=1)
lowest = np.abs(ising_energy - ising_energy.min()) < 1e-9
plateau_count = int(three_to_one.sum())
assert plateau_count > 1 and np.array_equal(lowest, three_to_one)
mean_distortion = rho_0 * products[three_to_one].mean()
assert abs(mean_distortion) < 1e-12

# Non-coplanar spins never maximize sum x^2 at fixed M
for _ in range(50):
    n = random_spins(4)
    vectors = np.vstack([n, n.sum(0)])
    rows = [[v[0]**2, v[1]**2, v[2]**2, 2*v[0]*v[1], 2*v[0]*v[2], 2*v[1]*v[2]]
            for v in vectors]
    r = null_space(np.array(rows))[:, 0]
    R = np.array([[r[0], r[3], r[4]], [r[3], r[1], r[5]], [r[4], r[5], r[2]]])
    q_old = np.sum((n @ n.T)[PAIRS]**2)
    q_new = []
    for sign in (1, -1):
        moved = n @ np.linalg.cholesky(np.eye(3) + sign * 0.1 * R)
        assert np.allclose(np.linalg.norm(moved, axis=1), 1, atol=1e-10)
        assert abs(np.linalg.norm(moved.sum(0)) - np.linalg.norm(n.sum(0))) < 1e-9
        q_new.append(np.sum((moved @ moved.T)[PAIRS]**2))
    assert max(q_new) > q_old

# Coplanar spins: D from bond angles against D = sigma (4 - sigma)
for _ in range(100):
    phi = rng.uniform(0, 2 * np.pi, 4)
    D_direct = sum(np.sin(phi[i] - phi[j])**2
                   for i, j in itertools.combinations(range(4), 2))
    axis = np.angle(np.exp(2j * phi).sum()) / 2
    sigma = np.sum(np.sin(phi - axis)**2)
    assert sigma <= 2 + 1e-12 and abs(D_direct - sigma * (4 - sigma)) < 1e-11

# Bounds on M for each sign pattern of the cosines
sigma_low = 2 - np.sqrt(2.4)
sigma_high = 2 - np.sqrt(3.6)
sines = rng.normal(size=(200000, 4))
sigma = rng.uniform(0, sigma_low, len(sines))
sines *= np.sqrt(sigma / np.sum(sines**2, axis=1))[:, None]
cosines = np.sqrt(1 - sines**2)


def planar_M(pattern):
    return np.hypot((cosines * np.array(pattern)).sum(1), sines.sum(1))


M_31, M_22, M_40 = (planar_M(p) for p in
                    ([1, 1, 1, -1], [1, 1, -1, -1], [1, 1, 1, 1]))
assert np.all(M_31 >= 2 - sigma / 2 - sigma**2 / 6 - 1e-12)
small = sigma <= sigma_high
assert np.all(M_31[small] <= 2 + sigma[small] + 1e-12)
assert np.all(M_22**2 <= 4 * sigma + 1e-12)
assert np.all(M_40 >= 4 - sigma / 2 - sigma**2 / 6 - 1e-12)

# Three lower bounds on D, for general and for nearly collinear spins in space
sample = random_spins(200000, 4)
collinear = np.zeros((200000, 4, 3))
collinear[:, :, 2] = rng.choice([-1, 1], size=(200000, 4))
collinear += rng.normal(size=collinear.shape) * 10**rng.uniform(-2, 0, (200000, 1, 1))
collinear /= np.linalg.norm(collinear, axis=2, keepdims=True)
sample = np.concatenate([sample, collinear])
gram = np.einsum("aik,ajk->aij", sample, sample)
D = np.sum(1 - gram[:, PAIRS[0], PAIRS[1]]**2, axis=1)
M = np.linalg.norm(sample.sum(1), axis=1)
below, above = M < 2, M > 2
y, z, w = 2 - M[below], M[above] - 2, 4 - M
assert np.all(D[below] >= 8 * y - 10 * y**2 - 1e-11)
assert np.all(D[above] >= 4 * z - 10 * z**2 - 1e-11)
assert np.all(D >= 8 * w - 10 * w**2 - 1e-11)


# Edges of local stability from a finite-difference Hessian of the energy
def softest_mode(h, b_value, signs):
    step, unit = 1e-3, np.eye(8)

    def energy(t):
        t = t.reshape(4, 2)
        n_z = np.array(signs) * np.sqrt(1 - np.sum(t**2, axis=1))
        return tetra_energy(np.column_stack([t, n_z]), b_value, h)

    hessian = np.zeros((8, 8))
    for i in range(8):
        for j in range(i + 1):
            p, q = step * unit[i], step * unit[j]
            hessian[i, j] = hessian[j, i] = (
                energy(p + q) - energy(p - q) - energy(q - p) + energy(-p - q)
            ) / (4 * step**2)
    return np.linalg.eigvalsh(hessian)[0]


UUUD, UUUU = (1, 1, 1, -1), (1, 1, 1, 1)


def stability_edges(b_value):
    return np.array([brentq(softest_mode, 2.5, 3.9, args=(b_value, UUUD)),
                     brentq(softest_mode, 4.0, 5.0, args=(b_value, UUUD)),
                     brentq(softest_mode, 6.0, 8.0, args=(b_value, UUUU))])


def formula_edges(b_value):
    return np.array([4 - 16 * b_value, 4 + 8 * b_value, 8 - 16 * b_value])


edges_numeric = stability_edges(b)
edges = formula_edges(b)
assert np.max(np.abs(edges_numeric - edges)) < 1e-4
assert np.max(np.abs(stability_edges(0.02) - formula_edges(0.02))) < 1e-4


# Global ground state of a tetrahedron by minimization from many random starts
def ground_state(b_value, h, starts=24):
    def energy_and_gradient(v):
        v = v.reshape(4, 3)
        length = np.linalg.norm(v, axis=1, keepdims=True)
        n = v / length
        x = n @ n.T
        coupling = 1 - 2 * b_value * x
        np.fill_diagonal(coupling, 0)
        slope = coupling @ n
        slope[:, 2] -= h / 2
        slope -= np.sum(slope * n, axis=1, keepdims=True) * n
        return tetra_energy(n, b_value, h), (slope / length).ravel()

    best = min((minimize(energy_and_gradient, random_spins(4).ravel(), jac=True,
                         method="L-BFGS-B",
                         options={"ftol": 1e-15, "gtol": 1e-9, "maxiter": 500})
                for _ in range(starts)), key=lambda result: result.fun)
    n = best.x.reshape(4, 3)
    n = n / np.linalg.norm(n, axis=1, keepdims=True)
    return best.fun, np.linalg.norm(n.sum(0))


offset = 0.02
for b_value in (b, 0.02):
    lower, upper, saturation = formula_edges(b_value)
    M_before = ground_state(b_value, lower - offset)[1]
    M_after = ground_state(b_value, upper + offset)[1]
    jump_bound = offset / (1 - 20 * b_value)
    assert 0.002 < 2 - M_before < jump_bound
    assert 0.002 < M_after - 2 < jump_bound
    for h in (lower + offset, upper - offset):
        e_min, M_min = ground_state(b_value, h)
        assert abs(M_min - 2) < 1e-4 and abs(e_min + 6 * b_value + h) < 1e-8
    assert ground_state(b_value, saturation - offset)[1] < 4 - 0.002
    assert abs(ground_state(b_value, saturation + offset)[1] - 4) < 1e-4

# No plateau without the biquadratic term
for h in (3.7, 4.2):
    assert abs(ground_state(0.0, h)[1] - h / 2) < 1e-4

# Outside the allowed range of b the lower-edge formula fails
b_large = 0.10
h_large = 4 - 16 * b_large + 0.1
e_large, M_large = ground_state(b_large, h_large)
e_plateau_large = -6 * b_large - h_large
assert softest_mode(h_large, b_large, UUUD) > 0
assert e_large < e_plateau_large - 0.01 and M_large < 1.9

curve = [(h, ground_state(b, h)[1] / 4)
         for h in (1.0, 2.0, 3.0, 3.2, 3.4, h_mid, 4.2, 5.0, 6.0, 7.0, 7.5)]

print(f"exchange constant: {exchange:.2f} meV; spin S: {spin:.1f}; g: {g_factor:.1f}")
print(f"J = exchange * S^2: {J:.3f} meV")
print(f"alpha: {alpha:.1f} 1/angstrom; K: {stiffness:.0f} meV/angstrom^2")
print(f"biquadratic ratio b: {b:.4f} (dimensionless)")
print(f"distortion of a collinear bond, magnitude: {rho_0:.4f} angstrom")
print(f"thermal elimination, largest error: {thermal_error:.1e} meV")
print(f"sigma limit for M below 2 and near 4: {sigma_low:.4f}")
print(f"sigma limit for M above 2: {sigma_high:.4f}")
for name, formula, numeric in zip(
        ("plateau lower edge", "plateau upper edge", "saturation"),
        edges, edges_numeric):
    print(f"{name}, formula: {formula:.4f} J; from Hessian: {numeric:.4f} J")
    print(f"{name}, magnetic field: {formula * tesla_per_J:.2f} T")
print(f"plateau width: {edges[1] - edges[0]:.4f} J")
print(f"plateau width, magnetic field: {(edges[1]-edges[0])*tesla_per_J:.2f} T")
print(f"field conversion: 1 J corresponds to {tesla_per_J:.4f} T")
print(f"3-up-1-down states on the periodic 16-site cell: {plateau_count}")
print("global minimization, h in J and magnetization / saturation:")
for h, m in curve:
    print(f"  h = {h:.2f} J   m = {m:.4f}")
print(f"counterexample: b = {b_large:.2f}, h = {h_large:.2f} J")
print(f"  formula lower edge there: {4 - 16 * b_large:.2f} J")
print(f"  ground state m: {M_large / 4:.4f}; energy: {e_large:.4f} J per tetrahedron")
print(f"  plateau-state energy: {e_plateau_large:.4f} J per tetrahedron")
print("done: every assertion held")
```

Running it gives:

```
exchange constant: 0.40 meV; spin S: 1.5; g: 2.0
J = exchange * S^2: 0.900 meV
alpha: 10.0 1/angstrom; K: 1000 meV/angstrom^2
biquadratic ratio b: 0.0450 (dimensionless)
distortion of a collinear bond, magnitude: 0.0090 angstrom
thermal elimination, largest error: 2.2e-16 meV
sigma limit for M below 2 and near 4: 0.4508
sigma limit for M above 2: 0.1026
plateau lower edge, formula: 3.2800 J; from Hessian: 3.2800 J
plateau lower edge, magnetic field: 17.00 T
plateau upper edge, formula: 4.3600 J; from Hessian: 4.3600 J
plateau upper edge, magnetic field: 22.60 T
saturation, formula: 7.2800 J; from Hessian: 7.2800 J
saturation, magnetic field: 37.73 T
plateau width: 1.0800 J
plateau width, magnetic field: 5.60 T
field conversion: 1 J corresponds to 5.1828 T
3-up-1-down states on the periodic 16-site cell: 24
global minimization, h in J and magnetization / saturation:
  h = 1.00 J   m = 0.1149
  h = 2.00 J   m = 0.2314
  h = 3.00 J   m = 0.3512
  h = 3.20 J   m = 0.4790
  h = 3.40 J   m = 0.5000
  h = 3.82 J   m = 0.5000
  h = 4.20 J   m = 0.5000
  h = 5.00 J   m = 0.5853
  h = 6.00 J   m = 0.7351
  h = 7.00 J   m = 0.9273
  h = 7.50 J   m = 1.0000
counterexample: b = 0.10, h = 2.50 J
  formula lower edge there: 2.40 J
  ground state m: 0.2667; energy: -3.2588 J per tetrahedron
  plateau-state energy: -3.1000 J per tetrahedron
done: every assertion held
```
